# The second kinetic finite-size correction from a B/k Jastrow term

## The decision: correct or enlarge the cell?

A quantum Monte Carlo calculation with $N$ electrons in a periodic cell gives a kinetic energy that must be carried to infinite size. The choice is between paying for larger cells and adding an analytic correction. For an electron gas with $r_s=1$ Å and $N=54$, the leading correction is $+0.084$ eV per electron. The next one, the subject here, is $-0.025$ eV in a simple cubic cell. Applying only the leading term would overshoot the two-term result, $0.059$ eV, by about 42% of that result.

The second correction concerns a term $-B/k$ in the Fourier transform of the Jastrow function. Such a term gives an error per electron of order $N^{-4/3}$. Its coefficient needs care: the Laplacian of the pair function supplies half of it, and the determinant supplies the other half.

The algebra uses atomic units. The cell has volume $\Omega=L^3$ and density $n=N/\Omega$. "Correction" means infinite minus finite system. The trial function is

$$\Psi=De^{J},\qquad J=-\sum_{i<j}u(r_{ij}),\qquad u(r)=\frac1\Omega\sum_{\mathbf k}u_ke^{i\mathbf k\cdot\mathbf r},$$

where $D$ is a product of plane-wave determinants and $J$ is real.

## A simple case: charged bosons

Set $D=1$. All kinetic energy then comes from $J$:

$$T=\tfrac12\Big\langle\sum_i|\nabla_iJ|^2\Big\rangle.$$

With $\rho_{\mathbf k}=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$, and up to a constant,

$$J=-\frac1{2\Omega}\sum_{\mathbf k\ne0}u_k|\rho_{\mathbf k}|^2 .$$

Differentiating $|\rho_{\mathbf k}|^2$ gives two terms, which exchange under $\mathbf k\to-\mathbf k$ and cancel the factor $1/2$:

$$\nabla_iJ=-\frac1\Omega\sum_{\mathbf k\ne0}u_k\,i\mathbf k\,e^{i\mathbf k\cdot\mathbf r_i}\rho_{\mathbf k}.$$

Therefore

$$\sum_i|\nabla_iJ|^2=\frac1{\Omega^2}\sum_{\mathbf k,\mathbf q}u_ku_q\,\mathbf k\cdot\mathbf q\;\rho_{\mathbf k}\rho^*_{\mathbf q}\rho_{\mathbf q-\mathbf k}.$$

The random-phase approximation (RPA) keeps $\mathbf q=\mathbf k$, where $\rho_0=N$ and $\langle|\rho_{\mathbf k}|^2\rangle=NS(k)$. Per particle,

$$\frac TN=\frac1\Omega\sum_{\mathbf k\ne0}h(k),\qquad h(k)=\frac n2k^2u_k^2S(k). \tag{1}$$

To find $S$, treat each $\rho_{\mathbf k}$ as an independent complex Gaussian variable. Let its mean square without the Jastrow factor be $NS_0$, so its weight is $\exp[-|\rho_{\mathbf k}|^2/(NS_0)]$. The factor $e^{2J}$ contributes $\exp[-2u_k|\rho_{\mathbf k}|^2/\Omega]$, since $\mathbf k$ and $-\mathbf k$ describe the same variable. Adding exponents gives

$$\frac1S=\frac1{S_0}+y,\qquad y=2nu_k. \tag{2}$$

For bosons $S_0=1$. Now choose $u_k$ by minimizing the energy. Put $s=1/S_0$ and $v_k=4\pi/k^2$. Since $1/\Omega=n/N$, each mode contributes $1/N$ times

$$e(y)=\frac{k^2y^2}{8}S+\frac{nv_k}{2}S=\frac{k^2y^2/8+nv_k/2}{s+y},$$

apart from a constant. The condition $e'(y)=0$ reads

$$\frac{k^2y}{4}(s+y)=\frac{k^2y^2}{8}+\frac{nv_k}{2}
\;\Rightarrow\; y^2+2sy=\frac{4nv_k}{k^2}=\frac{4\omega_p^2}{k^4},$$

with $\omega_p=\sqrt{4\pi n}$. The positive root is

$$y=-s+\sqrt{s^2+4\omega_p^2/k^4},\qquad \frac1S=\sqrt{s^2+4\omega_p^2/k^4}. \tag{3}$$

Direct minimization at three wave numbers tests this root. Inserting $y=1/S-s$ in (1) gives

$$h=\frac{k^2}{8n}\left(\frac1S-2s+s^2S\right). \tag{4}$$

**Limit.** For bosons $s=1$, and $k^2/S=\sqrt{k^4+4\omega_p^2}$ is a smooth function of $k^2$. So is the rest of (4). Thus $h(k)=\omega_p/(4n)+O(k^2)$, without a term linear in $k$. The linear term must come from Fermi statistics.

## Restoring the determinant

Write $g=e^J$ and let $-\tfrac12\nabla^2D=E_0D$, where $\nabla$ acts on all coordinates. Then

$$-\tfrac12gD^*\nabla^2(gD)=E_0g^2|D|^2-gD^*\nabla g\cdot\nabla D-\tfrac12g|D|^2\nabla^2g.$$

The real part of $D^*\nabla D$ is $\tfrac12\nabla|D|^2$. The real part of the last two terms is therefore $-\tfrac12g\nabla\cdot(|D|^2\nabla g)$. Integration by parts turns it into $+\tfrac12|D|^2|\nabla g|^2$, and $\nabla g=g\nabla J$. After normalization,

$$T=E_0+\tfrac12\Big\langle\sum_i|\nabla_iJ|^2\Big\rangle. \tag{5}$$

Equation (1) thus remains valid for $(T-E_0)/N$, with the fermionic $S$. The finite-size error of $E_0$ is a one-body effect and is not part of the result below. Twist averaging at fixed $N$ does not remove it completely. For the sc cell at $r_s=1$ Å, the twist-averaged $E_0$ lies $0.018$ eV per electron above the bulk value at $N=54$ and about $0.0006$ eV above it at $N=600$, comparable with the term derived here. It must be removed separately, by subtracting the known free-electron difference or by grand-canonical twist averaging.

There is another way to split the same energy. For real $\Psi$, integrating $\nabla\cdot(\Psi^2\nabla\ln|\Psi|)=\nabla\cdot(\Psi\nabla\Psi)$ over the periodic cell gives zero, hence

$$T=-\tfrac14\langle\nabla^2\ln|\Psi|\rangle
=-\tfrac14\langle\nabla^2J\rangle-\tfrac14\langle\nabla^2\ln|D|\rangle. \tag{6}$$

Since $\sum_i\nabla_i^2|\rho_{\mathbf k}|^2=-2k^2(|\rho_{\mathbf k}|^2-N)$, the pair part per electron is

$$\frac{T_{\rm pair}}N=\frac1\Omega\sum_{\mathbf k\ne0}h_{\rm pair}(k),\qquad h_{\rm pair}=\frac{k^2u_k}{4}(1-S). \tag{7}$$

It is tempting to regard the determinant part of (6) as $E_0$. It would be $E_0$ if the average were taken over $|D|^2$, but the average is over $|\Psi|^2$, which the Jastrow factor has changed.

**Limit: three particles.** Three fermions on a ring of unit length, with $J=-0.4\sum_{i<j}\cos(2\pi x_{ij})$, allow both identities to be tested by spectral differentiation, without the RPA. In units of $E_0$, the total is $1.0846$ and the gradient part is $0.0846$, as (5) requires. The pair part is $0.2282$ and the determinant part $0.8564$. They add to the same total, but the determinant part lies 14% below $E_0$.

**Limit: one shell of modes.** A three-dimensional test uses 14 electrons, seven per spin, with $y=0.7$ in the six shortest wave vectors. Along one such vector, five of the seven occupied states of each spin move to empty states, so $S_0=5/7$. Equation (2) gives $S=1/(1.4+0.7)=0.476$; sampling gives $0.485$. The sampled $T-E_0$ is 2% below the decoupled-mode value. By contrast, the pair part is $1.58$ times $T-E_0$. Equations (1) and (7) predict this ratio as

$$\frac{h_{\rm pair}}h=\frac{1-S}{yS}=\frac{0.524}{0.7\times0.476}=1.57.$$

The approximation is therefore accurate enough here to distinguish the two energies clearly. This small cell does not establish its accuracy for every density.

## The linear term from the Fermi sphere

For a determinant, $\rho_{\mathbf k}$ shifts one electron by momentum $-\mathbf k$, and the final state must be empty. Different shifts give orthogonal states, so $S_0$ is the fraction of the Fermi sphere that leaves the sphere when shifted by $k$. For $k<2k_F$ the overlap consists of two equal caps. Its fraction of the sphere volume is

$$\frac{2\pi\int_{k/2}^{k_F}(k_F^2-z^2)dz}{4\pi k_F^3/3}
=1-\frac{3k}{4k_F}+\frac{k^3}{16k_F^3}.$$

Hence

$$S_0=\frac{3k}{4k_F}-\frac{k^3}{16k_F^3}\quad(k<2k_F),\qquad S_0=1\quad(k\ge2k_F). \tag{8}$$

Counting grid points at $k=k_F/4$ gives $0.1864$, against $0.1865$ from (8).

At small $k$, $s=4k_F/(3k)+O(k)$. Equation (3) becomes $y=2\omega_p/k^2-s+O(1)$, and so

$$u_k=\frac A{k^2}-\frac Bk+O(1),\qquad A=\frac{\omega_p}n,\qquad
B=\frac{2k_F}{3n}=\frac{2\pi^2}{k_F^2}. \tag{9}$$

The last form uses $n=k_F^3/(3\pi^2)$ for the unpolarized gas. The $1/k^2$ term suppresses long-wavelength density fluctuations. The $-B/k$ term weakens the Jastrow factor because the Pauli principle already suppresses part of them.

Now expand (4) term by term. First, $k^2/S=\sqrt{k^4s^2+4\omega_p^2}=2\omega_p+O(k^2)$. Second, $-2k^2s=-8k_Fk/3+O(k^3)$. Third, $k^2s^2S=O(k^2)$. Therefore

$$h=\frac{\omega_p}{4n}-\frac{k_Fk}{3n}+O(k^2)=\frac A4-\frac B2k+O(k^2). \tag{10}$$

In (7), $S=O(k^2)$, so

$$h_{\rm pair}=\frac A4-\frac B4k+O(k^2). \tag{11}$$

Both slopes were tested numerically, with results $-0.5000B$ and $-0.2500B$. The two kernels agree at $k=0$, so the leading size correction cannot reveal the missing half.

**A second case: a Jastrow function that is not optimal.** Suppose the trial function has its own $A$ and $B$. Let $B_0=\lim_{k\to0}k/(2nS_0)$, the value fixed by the determinant. From (2),

$$\frac1S=\frac{2nA}{k^2}\left[1+\frac{(B_0-B)k}{A}+O(k^2)\right].$$

Substitution in (1) gives

$$h=\frac A4\left[1-\frac{2Bk}{A}-\frac{(B_0-B)k}{A}\right]+O(k^2)
=\frac A4-\frac{B+B_0}{4}k+O(k^2). \tag{12}$$

The pair part supplies $-Bk/4$ and the determinant part $-B_0k/4$. Even with $B=0$, half of the optimal linear term remains. For $B=B_0$, (10) returns. A correction fitted to $u_k$ alone must therefore include the determinant's share.

## From a kernel to a size correction

Assume that $S$ and $u_k$ at a given $k$ keep their bulk values in the finite cell. For $S$, twist averaging with a common $u_k$ brings this about closely, though not exactly at fixed $N$. At zero twist, 54 electrons in an sc cell fill 27 states per spin, a $3\times3\times3$ block of wave vectors. The shortest shift moves nine of them to empty states, so $S_0=9/27=0.333$, whereas (8) gives $0.393$. The result below should therefore not be applied unchanged to a single-twist calculation. Under the stated assumption, the correction is

$$\Delta t=\int\frac{d^3k}{(2\pi)^3}h(k)-\frac1\Omega\sum_{\mathbf k\ne0}h(k).$$

Let $H(R)$ be the Fourier transform of $h$. Poisson summation states that $\Omega^{-1}\sum_{\mathbf k}h(k)=\sum_{\mathbf R}H(R)$, with $\mathbf R$ the cell translations. The term $\mathbf R=0$ is the integral. Allowing for the omitted $\mathbf k=0$ term,

$$\Delta t=\frac{h(0)}\Omega-\sum_{\mathbf R\ne0}H(R). \tag{13}$$

The first term is $A/(4\Omega)=\omega_p/(4N)$. The long-range part of $H$ is controlled by points where $h$ is not smooth. At the origin this is the $|\mathbf k|$ term, whose transform follows with a factor $e^{-\eta k}$:

$$\int\frac{d^3k}{(2\pi)^3}k\,e^{-\eta k+i\mathbf k\cdot\mathbf R}
=\frac1{2\pi^2R}\,{\rm Im}\frac2{(\eta-iR)^3}
\;\xrightarrow{\eta\to0}\;-\frac1{\pi^2R^4}.$$

The kernel contains $-Bk/2$, so $H=+B/(2\pi^2R^4)$, and the minus sign in (13) gives

$$\boxed{\Delta t=\frac{\omega_p}{4N}-\frac{B}{2\pi^2}\frac Q{L^4}+\cdots,\qquad
Q=L^4\sum_{\mathbf R\ne0}\frac1{R^4}.} \tag{14}$$

With (9), the second term is $-Q/(k_F^2L^4)$. Since $L\propto N^{1/3}$ at fixed density, it scales as $N^{-4/3}$. The pair part alone would give half of it.

**Limit: bosons.** There $h$ has no linear term, and the second term of (14) vanishes. A missing $\mathbf k=0$ point remains, but no $R^{-4}$ tail from the origin.

**Another limit: spin polarization.** For spin densities $n(1\pm\zeta)/2$, the Fermi wave numbers are $k_F(1\pm\zeta)^{1/3}$. Adding the two spin contributions to $S_0$, weighted by electron number, gives

$$B_0=\frac{4\pi^2}{k_F^2[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}]}.$$

For $\zeta=0$ this is (9). For $\zeta=1$ it is larger by $2^{1/3}$. This result assumes a spin-independent $u$ and was not included in the numerical tests.

## Evaluating the lattice constant

Choose unit cell volume. Since $R^{-4}=\pi^2\int_0^\infty t\,e^{-\pi R^2t}dt$,

$$Q=\pi^2\int_0^\infty t[\theta(t)-1]dt,\qquad \theta(t)=\sum_{\mathbf R}e^{-\pi R^2t}.$$

For $t<1$ use $\theta(t)=t^{-3/2}\sum_{\mathbf g}e^{-\pi g^2/t}$, where the reciprocal vectors $\mathbf g$ omit the factor $2\pi$. The $\mathbf g=0$ term and the subtracted one give $\int_0^1(t^{-1/2}-t)dt=3/2$. With $a=\pi R^2$ and $b=\pi g^2$, the other integrals are

$$\int_1^\infty te^{-at}dt=\frac{(a+1)e^{-a}}{a^2},$$

$$\int_0^1t^{-1/2}e^{-b/t}dt=2e^{-b}-2\sqrt{\pi b}\,{\rm erfc}\sqrt b.$$

The second follows by integrating $t^{-1/2}$ by parts and substituting $w=\sqrt{b/t}$. Thus

$$Q=\pi^2\Big[\tfrac32+\sum_{\mathbf R\ne0}\frac{(a+1)e^{-a}}{a^2}
+\sum_{\mathbf g\ne0}\big(2e^{-b}-2\sqrt{\pi b}\,{\rm erfc}\sqrt b\big)\Big].$$

The values are $16.532$ (sc), $15.972$ (bcc) and $15.962$ (fcc). A separate test, the regularized difference between sum and integral of $|\mathbf k|$, agrees within 0.02% and also checks the sign of the transform.

Using $k_F=(9\pi/4)^{1/3}/r_s$ and $L=(4\pi N/3)^{1/3}r_s$, the second term becomes

$$-\frac c{r_s^2N^{4/3}}\ {\rm hartree},\qquad
c=\frac Q{(9\pi/4)^{2/3}(4\pi/3)^{4/3}},$$

with $r_s$ in bohr and $c=0.665$, $0.642$ and $0.642$ for sc, bcc and fcc. Changing from sc to fcc reduces this term by about 3.5%; it does not remove it.

## Numbers for 54 electrons

Take $r_s=1$ Å and an sc cell. Then $\omega_p=18.143$ eV, $B=5.359$ Å$^2$ and $L=6.093$ Å. The leading term is

$$\frac{18.143}{4\times54}=0.0840\ {\rm eV}.$$

For the second term, restore the factor $\hbar^2/m$. From $A=\omega_p/n$, with $A=9.9735$ Å and $n=0.23873$ Å$^{-3}$, it is $18.143/(0.23873\times9.9735)=7.620$ eV Å$^2$. Hence

$$-7.620\times\frac{5.359}{2\pi^2}\times\frac{16.532}{(6.093)^4}=-0.0248\ {\rm eV}.$$

The sum is $0.0592$ eV, or $0.00217$ hartree, per electron. Using the pair part alone would give $0.0716$ eV, too large by $0.0124$ eV.

The final test evaluates integral minus sum with the complete kernel (4), without its small-$k$ expansion. It gives $0.0592$ eV for sc. For bcc and fcc, the formula gives $0.0600$ eV in both cases, and the complete kernel $0.0601$ and $0.0602$ eV. After subtraction of the leading term, the sc residual between $N=54$ and $N=2000$ has a fitted exponent $-1.332$, close to $-4/3$. This tests the summation, not the RPA kernel itself.

The formula also answers the opening question. Scaling $0.0248$ eV by $(54/N)^{4/3}$ brings it to $0.001$ eV near $N=600$. Below that size, a target of $0.001$ eV per electron requires the second term at this density. This estimate counts only the Jastrow part of the kinetic energy; the residual error of $E_0$ under fixed-$N$ twist averaging, about $0.0006$ eV at $N=600$, has to be corrected as well.

## Where the result stops

The second derivative of $S_0$ jumps by $3/(4k_F^2)$ at $2k_F$. In the radial transform $(2\pi^2R)^{-1}\int kh(k)\sin(kR)dk$, such a jump gives $\cos(2k_FR)/R^4$. It has the same power as the main term but oscillates with cell size. At $N=2000$, the complete-kernel correction, less the leading term, differs from the second term by $+0.4\%$, $+0.2\%$ and $-0.4\%$ in magnitude for sc, bcc and fcc. This pattern is consistent with the kink, though its contribution was not isolated.

A larger limitation is the trial state. For the full RPA ground state, integration over coupling strength gives the energy per mode, apart from $E_0$ and the self-interaction term $-nv_k/2$, which contains no part linear in $k$,

$$E(k)=\frac1{2\pi}\int_0^\infty d\omega\,\ln[1-v_k\chi_0(k,i\omega)].$$

Here $\chi_0$ is the density response of free electrons. At small $k$, with $x=\omega/(kk_F)$,

$$-v_k\chi_0=\frac{3\omega_p^2}{k^2k_F^2}\left(1-x\arctan\frac1x\right).$$

Subtract $\ln(1+\omega_p^2/\omega^2)$, whose integral gives $\omega_p/2$. The remainder comes from $\omega\sim kk_F$, where both logarithms have large arguments, and

$$E(k)=\frac{\omega_p}2-\gamma kk_F+O(k^2),$$

$$\gamma=-\frac1{2\pi}\int_0^\infty\!dx\,\ln\!\left[3x^2\left(1-x\arctan\frac1x\right)\right]=0.355.$$

The full Lindhard response confirms this coefficient within 0.1%. It does not depend on the interaction strength $\lambda$, whereas the potential energy is $\lambda\,\partial E/\partial\lambda$. The linear term is therefore kinetic. The Slater–Jastrow value in (10) is $1/3$, so the full RPA would make the $N^{-4/3}$ term 6.6% larger. Which coefficient is closer to a fixed-node diffusion calculation is not settled by this comparison.

Equation (14) is thus a result for a homogeneous metallic gas, at RPA level, with an optimal Slater–Jastrow function. The potential energy needs its own correction. In an insulator $S_0$ is not linear at small $k$, so the Fermi-sphere value of $B$ should not be carried over. The remaining printed values are in the numerical output.

## Values computed for the example and the checks

```
r_s = 1.000 angstrom, N = 54
density n = 0.23873 angstrom^-3
k_F = 1.91916 angstrom^-1
plasmon energy = 18.1432 eV
Jastrow A = 9.9735 angstrom, B = 5.3593 angstrom^2
cell length L = N^(1/3) n^(-1/3) = 6.0929 angstrom
S0 at k = k_F/4: counted 0.1864, formula 0.1865
kernel slope / B: full -0.5000, pair -0.2500
ring: T/E0 = 1.08464, gradient part/E0 = 0.08464
ring: pair part/E0 = 0.22821, determinant part/E0 = 0.85643
14 electrons, 2n u_k = 0.7: S0 = 0.7143
14 electrons: S sampled 0.4852, decoupled modes 0.4762
14 electrons: (T-E0) sampled/decoupled = 0.9790
14 electrons: pair part/(T-E0) = 1.5776
sc: Q = 16.53232, from reciprocal sum 16.5297
bcc: Q = 15.97188, from reciprocal sum 15.9699
fcc: Q = 15.96213, from reciprocal sum 15.9602
leading term, N = 54: 0.083996 eV per electron
sc, N = 54: second term -0.024817 eV, pair part alone -0.012409 eV
sc, N = 54: both terms 0.059179 eV, brute force 0.059240 eV
bcc, N = 54: second term -0.023976 eV, pair part alone -0.011988 eV
bcc, N = 54: both terms 0.060020 eV, brute force 0.060135 eV
fcc, N = 54: second term -0.023961 eV, pair part alone -0.011981 eV
fcc, N = 54: both terms 0.060035 eV, brute force 0.060203 eV
sc both terms, N = 54: 0.0021748 hartree per electron
sc, N = 2000: residual after leading term -2.0176e-04 eV, formula -2.0102e-04 eV
bcc, N = 2000: residual after leading term -1.9457e-04 eV, formula -1.9421e-04 eV
fcc, N = 2000: residual after leading term -1.9324e-04 eV, formula -1.9409e-04 eV
exponent of the sc residual between the two sizes = -1.3316
sc: second term = -c/(r_s^2 N^(4/3)) hartree, r_s in bohr, c = 0.66475
bcc: second term = -c/(r_s^2 N^(4/3)) hartree, r_s in bohr, c = 0.64222
fcc: second term = -c/(r_s^2 N^(4/3)) hartree, r_s in bohr, c = 0.64183
linear coefficient per mode / (k k_F): Slater-Jastrow 0.3333, full RPA 0.3552
full RPA coefficient from Lindhard function = 0.3554
ratio full RPA / Slater-Jastrow = 1.0657
```
